# Complex momentum contours for lattice Green functions without broadening, part 2

The problem is to compute the retarded Green function \(G(E+i0)\) and density of states \(\rho(E)=-\operatorname{Im}G(E+i0)/\pi\) inside a band by a uniform grid sum, with \(N\) points per direction. Angle brackets denote the zone average, and \(z=E+i\eta\). The one-band energy is

\[
\varepsilon(k)=\sum_R a_R\cos(k\cdot R+\phi_R).
\]

At real grid momentum \(u\), write \(v=\nabla\varepsilon\), \(\varepsilon_{ij}=\partial_i\partial_j\varepsilon\) and \(g=\chi(\varepsilon-E)\), with cutoff \(0\le\chi\le1\), \(\chi(0)=1\), and \(g'=\chi'(\varepsilon-E)\). The shift is \(h=-\alpha gv\), with \(\alpha>0\). The path \(u+i\lambda h\), \(0\le\lambda\le1\), ends at \(k(u)\), with Jacobian matrix

\[
A_{ij}=\delta_{ij}-i\alpha\left(g\,\varepsilon_{ij}+g'v_iv_j\right).
\]

If \(h\) is periodic and twice continuously differentiable, and the integrand \(f(k)\) is holomorphic at every momentum visited, the average of \(f\) times the Jacobian determinant is independent of \(\lambda\). Away from van Hove energies,

\[
\boxed{\,G(E+i0)=\left\langle\frac{\det A(u)}{E-\varepsilon\left(u-i\alpha g(u)\nabla\varepsilon(u)\right)}\right\rangle_u\,}
\]

The shift has the right sign if \(\mu>0\), where \(v_{\max}\) is the largest \(|v|\) and

\[
\mu=1-\frac{\alpha^2v_{\max}C}{6},\qquad
C=\sum_R|a_R|\,|R|^3\cosh(\alpha v_{\max}|R|).
\]

The grid error is the sum of the integrand's Fourier coefficients \(F_{Nn}\), \(n\neq0\), the amplitudes at periodic images. Near a critical energy \(E_c\) it behaves as \(N^{-1/2}e^{-aN}\). For a band minimum of curvature \(m\), with \(g=1\), \(\delta=E-E_c\) and \(k_0=\sqrt{2\delta/m}\),

\[
a=\sqrt{\frac{2\delta}{m}}\;\frac{\alpha m}{1+\alpha^2m^2},
\]

which is largest at \(\alpha=1/m\). At the square-lattice saddle, \(E_c=0\), with \(\alpha=1/2\), \(a=\sqrt{|E|}/2\); the leading contributions of the two saddles cancel on odd grids, so rates are measured on even ones. Without the shift, the rate is about \(\eta/|v|\).

The examples use the nearest-neighbour square lattice, \(\varepsilon=-2(\cos k_x+\cos k_y)\), \(v_j=2\sin k_j\), for which \(\operatorname{Im}\varepsilon(u+i\lambda h)\le0\) for every positive \(\alpha\). Hopping \(t=1\) and lattice constant 1; energies are in \(t\), and \(G\), \(\rho\), \(\alpha\) in \(1/t\).

### Whether to restrict the shift to the energy shell

A single band does not require a restriction. The choice \(g=1\) has the right sign throughout the zone when \(\mu>0\), and it makes the term with \(g'\) disappear. A restriction becomes useful when several bands are present, and then the form of the cutoff matters. Two choices with the same second-order behaviour at the shell are

\[
\chi_{\rm G}(x)=e^{-x^2/W^2},\qquad
\chi_{\rm C}(x)=\exp\left[1-\frac1{1-x^2/W^2}\right]\ \text{for }|x|<W ,
\]

with \(\chi_{\rm C}=0\) for \(|x|\ge W\).

Both give the correct integral. The Gaussian is analytic and retains exponential convergence. The compact cutoff is infinitely differentiable, so repeated integration by parts shows that \(F_R\) falls faster than any power of \(|R|\). It cannot obey an exponential bound for all \(R\) if part of the zone lies outside the cutoff while the shell exists. Such a bound would make the integrand \(f\) analytic in a strip. In the unshifted region \(f(u)(E-\varepsilon(u))=1\), and analyticity would extend this identity to the whole zone. On the shell, however, \(E-\varepsilon(u)=0\) while \(f\) is finite, which is a contradiction.

A very narrow Gaussian is also unfavourable. A complex displacement \(iy\) along the velocity changes the energy by about \(i|v|y\), and the Gaussian then grows as \(e^{|v|^2y^2/W^2}\). The shift varies strongly once \(y\) is comparable with \(W/|v|\), which limits the useful strip.

### Several bands

For a Hermitian matrix \(H(k)\) whose entries are finite Fourier sums, let \(G(z)=\langle\operatorname{Tr}(z-H(k))^{-1}\rangle\). A small shift changes a nondegenerate eigenvalue by \(ih\cdot v_n\), where \(v_n=\nabla\varepsilon_n\). Every band on the shell must therefore satisfy \(h\cdot v_n<0\) at the momentum concerned. The natural choice is

\[
h_j=-\alpha\operatorname{Tr}\left[\chi(H-E)\,\partial_jH\right]
=-\alpha\sum_n\chi(\varepsilon_n-E)\,\partial_j\varepsilon_n .
\]

The second form follows by taking the trace in the eigenbasis, since \(\langle n|\partial_jH|n\rangle=\partial_j\varepsilon_n\). For an entire function \(\chi\), such as the Gaussian, the first form is a convergent power series in \(H\). It is analytic even where bands cross and individual eigenvalues are not.

For a band \(n\) on the shell,

\[
h\cdot v_n=-\alpha\Big[|v_n|^2+\sum_{m\ne n}\chi(\varepsilon_m-E)\,v_m\cdot v_n\Big].
\]

The cutoff suppresses the terms from distant bands, which may have the wrong sign. If two bands cross on the shell with opposite velocities, no vector \(h\) satisfies both conditions, and a single shift common to all bands cannot be used there. If the two bands belong to uncoupled blocks of \(H\), the trace splits and each block can be deformed separately.

At finite \(\alpha\) the sign condition alone does not suffice. The contour argument also requires \(\det(z-H(u+i\lambda h))\ne0\) for \(0\le\lambda\le1\) and small \(\eta>0\), and at \(\lambda=1\) also for \(\eta=0\). The proof of the first half then applies with \(f=\operatorname{Tr}(z-H)^{-1}\).

A staggered square lattice with site energies \(\pm\Delta\) shows the role of the cutoff. Let \(\varepsilon\) be the nearest-neighbour square band. Then

\[
H=\begin{pmatrix}\Delta&\varepsilon\\\varepsilon&-\Delta\end{pmatrix},
\qquad \varepsilon_\pm=\pm s,\qquad s=\sqrt{\Delta^2+\varepsilon^2}.
\]

Because \(\nabla s=(\varepsilon/s)\nabla\varepsilon\) and \(\chi\) is even, the shift is \(h=-\alpha g\nabla\varepsilon\) with

\[
g=D\,\frac{\varepsilon}{s},\qquad D=\chi(s-E)-\chi(s+E).
\]

The Jacobian formula keeps its form, with

\[
\frac{dg}{d\varepsilon}=\left[\chi'(s-E)-\chi'(s+E)\right]\frac{\varepsilon^2}{s^2}+D\,\frac{\Delta^2}{s^3},
\]

where \(d(\varepsilon/s)/d\varepsilon=1/s-\varepsilon^2/s^3=\Delta^2/s^3\) was used. Without a cutoff, \(\chi=1\) gives \(D=0\): the two bands ask for opposite shifts, and nothing moves.

The determinant condition can be checked for \(\Delta=1\), \(E=2.1\) and \(\alpha=0.25\). The determinant vanishes when \(\varepsilon(k)=\pm Q\), with \(Q^2=z^2-\Delta^2\). For small \(\eta>0\), \(Q\) has positive imaginary part and real part close to \(q=\sqrt{2.1^2-1}\simeq1.85\).

- Where \(\varepsilon(u)>0\), also \(g>0\), so \(\operatorname{Im}\varepsilon(k)\le0\). This excludes \(\varepsilon(k)=Q\).
- To reach \(-Q\), the real part would have to fall below zero by about 1.85. Since \(|h_j|\le0.5\), it changes by at most \(4(\cosh0.5-1)\simeq0.51\).
- Where \(\varepsilon(u)<0\), the same argument holds with all signs reversed. Where \(\varepsilon(u)=0\), the shift vanishes and \(\varepsilon(k)=0\).

At \(\eta=0\) and \(\lambda=1\), the imaginary part of \(\varepsilon(k)\) can vanish only where the shift vanishes. There \(\varepsilon\) equals \(0\) or \(\pm4\), and none of these is \(\pm q\).

### Independent reference values

For the square lattice set \(p=(k_x+k_y)/2\) and \(r=(k_x-k_y)/2\). Then \(\cos k_x+\cos k_y=2\cos p\cos r\). Letting \(p\) and \(r\) each run over \(2\pi\) covers the zone twice, which leaves the average unchanged:

\[
G(z)=\left\langle\frac1{z+4\cos p\cos r}\right\rangle_{p,r}.
\]

For \(|z|>|b|\), the geometric series and \(\langle\cos^{2n}p\rangle=\binom{2n}{n}4^{-n}\) give

\[
\left\langle\frac1{z+b\cos p}\right\rangle_p
=\frac1z\sum_{n=0}^{\infty}\binom{2n}{n}\left(\frac{b^2}{4z^2}\right)^n
=\frac1{z\sqrt{1-b^2/z^2}} .
\]

For real \(b\) and \(\operatorname{Im}z>0\) the argument of the principal root never meets the negative real axis, so the result continues to the whole upper half-plane. With \(b=4\cos r\),

\[
G(z)=\frac{2}{\pi z}K\!\left(\frac{16}{z^2}\right),\qquad
K(m)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}} .
\]

In this section \(m\) is the parameter of the elliptic integral.

For \(-4<E<0\), put \(\kappa=|E|/4\) and \(\kappa'^2=1-\kappa^2\). Approaching from above gives \(m=\kappa^{-2}+i0\). Where \(\sin\theta<\kappa\), the substitution \(\sin\theta=\kappa\sin\varphi\) gives \(\kappa K(\kappa^2)\). Where \(\sin\theta>\kappa\), the root is \(-i\) times a positive number, so its inverse carries \(+i\). There \(\cos\theta=\kappa'\sin\varphi\) gives

\[
\frac{|d\theta|}{\sqrt{\sin^2\theta/\kappa^2-1}}
=\frac{\kappa\,|d\varphi|}{\sqrt{1-\kappa'^2\sin^2\varphi}},
\]

which integrates to \(\kappa K(\kappa'^2)\). The prefactor is \(2/(\pi E)=-1/(2\pi\kappa)\). For \(0<E<4\) both the prefactor and the side of approach in \(m\) change sign. Together,

\[
G(E+i0)=\frac{\operatorname{sgn}(E)\,K(E^2/16)-iK(1-E^2/16)}{2\pi}.
\]

The staggered lattice needs no new integral. Its trace is

\[
\operatorname{Tr}(E-H)^{-1}=\frac{2E}{q^2-\varepsilon^2}
=\frac Eq\left[\frac1{q-\varepsilon}+\frac1{q+\varepsilon}\right].
\]

A translation of \(k\) by \((\pi,\pi)\) reverses \(\varepsilon\), so both terms have the same average. The retarded trace per two-site cell is therefore \((2E/q)\,G_{\rm sq}(q+i0)\), with \(G_{\rm sq}\) the square-lattice function.

### Worked comparison inside the band

Take \(E=-1\), \(\alpha=0.5\) and \(g=1\). The elliptic formula gives

\[
G(E+i0)=-0.25405-0.44583\,i,\qquad
\rho=\frac{0.44583}{\pi}=0.14191 .
\]

The deformed sum at \(\eta=0\) has absolute errors \(1.5\times10^{-5}\), \(7.1\times10^{-10}\) and \(4.1\times10^{-14}\) for \(N=20,40,60\). Each additional 20 points per direction reduces the error by a factor of about \(2\times10^4\).

The undeformed sum at \(\eta=0.05\), compared with the exact function at that same \(\eta\), has errors \(0.102\), \(0.018\) and \(0.053\). They are not monotonic in \(N\), which is possible because the image amplitudes carry phases that depend on \(N\). Even a converged sum at this broadening would differ from the wanted result by \(|G(E+i\eta)-G(E+i0)|=0.0076\), or 1.5% of \(|G(E+i0)|\).

### Measured convergence rates

The rates were obtained from the slope of \(\ln(\sqrt N\times\text{error})\) on even grids. Near the band bottom \(m=2\), so \(k_0=\sqrt\delta\). At \(\delta=0.05\), \(k_0=0.2236\), and the predicted rates are

\[
\begin{aligned}
\alpha=0.2:&\quad0.2236\times\frac{0.4}{1.16}=0.0771,\\
\alpha=0.5:&\quad0.2236\times\frac12=0.1118,\\
\alpha=1:&\quad0.2236\times\frac25=0.0894 .
\end{aligned}
\]

The measured values are \(0.0771\), \(0.1123\) and \(0.0896\). They confirm that the rate passes through a maximum as \(\alpha\) grows. At the saddle, for \(E=-0.05\) and \(\alpha=0.5\), the measured and predicted rates are both \(0.1118\).

For \(\alpha=0.5\) at the band bottom, the measured rates at \(\delta=0.025\), \(0.1\) and \(0.2\) are \(0.0791\), \(0.1598\) and \(0.2289\). The law \(\sqrt\delta/2\) gives \(0.0791\), \(0.1581\) and \(0.2236\). The growing difference comes from the lattice form of the band. By symmetry the controlling pole still has \(u_y=0\), where the shell condition is \(\cos k_*=1-\delta/2\). Expanding the cosine gives \(k_*^2-k_*^4/12\simeq\delta\), hence \(k_*\simeq\sqrt\delta(1+\delta/24)\). The pole in the grid variable satisfies

\[
u-i\sin u=k_* .
\]

With \(\sin u\simeq u-u^3/6\) this becomes \((1-i)u+iu^3/6\simeq k_*\). The leading solution is \(u_0=k_*(1+i)/2\), for which \(iu_0^3/6=-k_*^3(1+i)/24\). Therefore

\[
u\simeq\frac{k_*+k_*^3(1+i)/24}{1-i}
=\frac{1+i}{2}k_*+\frac{i}{24}k_*^3 ,
\]

and

\[
a=\operatorname{Im}u\simeq\frac{k_*}2+\frac{k_*^3}{24}
\simeq\frac{\sqrt\delta}{2}\left(1+\frac\delta8\right).
\]

At \(\delta=0.2\) this gives \(0.2236\times1.025=0.2292\), within 0.2% of the measured rate. Solving the pole equation exactly gives \(0.0793\), \(0.1601\) and \(0.2294\) for \(\delta=0.025\), \(0.1\) and \(0.2\). The slopes fitted over a finite window of \(N\) lie 0.2 to 0.3% below these values, so agreement in the last digit shown is not significant.

At the same energy, \(E=-3.8\), the undeformed sum with \(\eta=0.05\) has a measured rate of \(0.0570\). The estimate \(\eta/|v|\), with \(|v|=0.8718\), is \(0.0574\). A difference of this size is expected from the next order in \(\eta\): for the quadratic band the rate is \(\operatorname{Im}\sqrt{\delta+i\eta}\), and expanding the root lowers it by the relative amount \(\eta^2/(8\delta^2)=0.8\%\). The deformed rate is four times larger and contains no broadening. The undeformed rate would fall further in proportion to \(\eta\).

### Cutoffs, diagonal hopping and two bands

At \(E=-1\), \(\alpha=0.25\) and \(W=2\), the largest error over \(N=46,48,50\) is \(1.4\times10^{-9}\) with the Gaussian cutoff and \(4.9\times10^{-4}\) with the compact one. Over \(N=96,98,100\) the Gaussian result has reached rounding error, while the compact cutoff still leaves \(1.3\times10^{-5}\).

The bound on \(\alpha\) and the mixed derivative in the Jacobian are tested by adding diagonal hopping \(t_2=-0.2\):

\[
\varepsilon=-2(\cos k_x+\cos k_y)-4t_2\cos k_x\cos k_y .
\]

The axis terms have \(|a_R|=2\) and \(|R|=1\). The two diagonal terms have \(|a_R|=2|t_2|=0.4\) and \(|R|=\sqrt2\). With \(\alpha=0.3\) and a largest speed of \(3.0225\) on the sampling grid, \(C=10.153\), and

\[
\mu=1-\frac{0.3^2\times3.0225\times10.153}{6}=0.540 .
\]

The shift is therefore admissible. An independent density of states at \(E=1\) follows by writing \(\varepsilon=a_y+b_y\cos k_x\), with \(a_y=-2\cos k_y\) and \(b_y=-2-4t_2\cos k_y\). The average of \(\delta(E-\varepsilon)\) over \(k_x\) has two equal contributions, so

\[
\rho(E)=\frac1{\pi^2}\int_{y_0}^{\pi}\frac{dk_y}{\sqrt{b_y^2-(E-a_y)^2}} ,
\qquad\cos y_0=\frac{2-E}{2-4t_2}=\frac1{2.8}.
\]

The lower limit is where \(k_x=\pi\) lies on the shell; the condition at \(k_x=0\) would require \(\cos k_y=-2.5\). Setting \(k_y=y_0+s^2\) removes the endpoint singularity. The quadrature and the deformed sum with \(N=100\) both give \(\rho=0.1079762660\).

For the staggered lattice, with a Gaussian cutoff of width \(W=1.5\) and \(N=160\), the deformed sum reproduces the exact trace \(0.60318-0.80664\,i\) to rounding accuracy. Making the cutoff so wide that it is practically constant, \(W=10^4\), removes the shift almost entirely. On the same grid the error is then \(2.86\), almost three times the modulus of the exact trace. This particular value is an accident of the grid: without a shift the error lies between \(0.8\) and \(2.9\) for even \(N\) from 156 to 164. For a wide Gaussian \(D\simeq4sE/W^2\), so the shift and the convergence rate fall as \(1/W^2\), and the grid size needed grows as \(W^2\). At this width the sum is practically real on any affordable grid. For a strictly constant cutoff it is real for every \(N\) and cannot reproduce the imaginary part.

### Implementation

1. Choose \(E\) away from van Hove energies. For one band start with \(g=1\); for several bands use an analytic cutoff.
2. Choose \(\alpha\) with \(\mu>0\), or verify the sign of \(\operatorname{Im}\varepsilon(u+i\lambda h)\) for \(0\le\lambda\le1\). For several bands, check the determinant condition. Near an isotropic critical point \(\alpha=1/|m|\) is the best value, if it is admissible.
3. On the real grid compute \(v\), \(\varepsilon_{ij}\), \(g\) and \(g'\), then \(k(u)\) and \(\det A\).
4. Evaluate the band or the matrix at complex \(k\) and average the integrand, including the Jacobian.
5. Increase \(N\) until the result is stable. Close to a van Hove energy, expect \(N\) to grow as \(|E-E_c|^{-1/2}\).

The matrix must be continued analytically. An element \(e^{ik_x}\) and its Hermitian partner \(e^{-ik_x}\) are both evaluated at the complex \(k_x\). Taking the complex conjugate of the first would introduce a dependence on \(k_x^*\) and invalidate the contour argument. The same rule applies to any momentum-dependent factor that multiplies the Green function. The numerical check contains both the one-band and the two-band sums.

## Calculated quantities

```
Square lattice, energies in t, G in 1/t
E = -1.0 t, alpha = 0.5 1/t, eta = 0.05 t
exact G(E+i0)       = -0.2540498400 -0.4458257950 i 1/t
deformed sum, N=60  = -0.2540498400 -0.4458257950 i 1/t
density of states   = 0.1419107581 1/t
N=20: error deformed, eta=0: 1.53e-05 1/t; undeformed, eta=0.05: 1.02e-01 1/t
N=40: error deformed, eta=0: 7.10e-10 1/t; undeformed, eta=0.05: 1.82e-02 1/t
N=60: error deformed, eta=0: 4.11e-14 1/t; undeformed, eta=0.05: 5.27e-02 1/t
|G(E+i eta)-G(E+i0)| = 7.647e-03 1/t
Rates per grid point: measured, predicted
bottom, E-Ec=0.025 t, alpha=0.5 1/t: 0.0791, 0.0791
bottom, E-Ec=0.1 t, alpha=0.5 1/t: 0.1598, 0.1581
bottom, E-Ec=0.2 t, alpha=0.5 1/t: 0.2289, 0.2236
bottom, E-Ec=0.05 t, alpha=0.2 1/t: 0.0771, 0.0771
bottom, E-Ec=0.05 t, alpha=0.5 1/t: 0.1123, 0.1118
bottom, E-Ec=0.05 t, alpha=1.0 1/t: 0.0896, 0.0894
saddle, E-Ec=-0.05 t, alpha=0.5 1/t: 0.1118, 0.1118
undeformed, E=-3.8 t, eta=0.05 t: 0.0570, 0.0574 (speed 0.8718 t)
Envelopes at E=-1.0 t, alpha=0.25 1/t, width 2.0 t
gaussian: largest error near N=50: 1.41e-09, near N=100: 5.55e-17 1/t
compact: largest error near N=50: 4.87e-04, near N=100: 1.33e-05 1/t
Diagonal hopping -0.2 t, E=1.0 t, alpha=0.3 1/t
largest speed 3.0225 t, C = 10.1527 t, margin 0.5397
density of states: quadrature 0.1079762660, deformed N=100 0.1079762660 1/t
Two bands: site energies +-1.0 t, E=2.1 t, alpha=0.25 1/t, width 1.5 t
exact trace G   = 0.603178671 -0.806642738 i 1/t
deformed, N=160 = 0.603178671 -0.806642738 i 1/t
error with cutoff 1.11e-16 1/t, practically without 2.86e+00 1/t
```
